# Why an antibonding valence-band top favours defect tolerance for cation vacancies

**Question.** Removing a cation from a semiconductor leaves its anion neighbours with broken bonds. In some crystals the resulting dangling-bond state lies deep in the gap and traps carriers. In others, whose valence-band top is antibonding between cation s and anion p orbitals, it is found inside the valence band or close to it. Why does the character of the band top matter for a state made by a missing atom, and is an antibonding top enough to clear the gap?

**Answer.**

## The mechanism

An anion p orbital in a crystal feels two kinds of cation orbital. An empty cation orbital above it in energy repels it downwards, and the mixture is bonding. A filled cation s orbital below it, a lone pair, repels it upwards, and the mixture is antibonding. The valence-band top lies where these two pushes leave it.

A cation vacancy removes both pushes from the broken bond. Where the downward push dominates, the dangling orbital is released upwards, out of the band and into the gap. Where the upward push dominates, the band top has been lifted above the bare p level, while the dangling orbital has lost part of that lift. The band can then cover it.

This picture leaves one point open. The dangling orbital still has other neighbours, and the pushes on it need not balance as they do in the band-top state. A model is needed to decide the matter.

## The model

Take a chain in which each cell has one anion p orbital of energy \(e_p\), one filled cation s orbital of energy \(e_s<e_p\), and one empty cation p orbital, called c, of energy \(e_c>e_p\). The orbitals are orthonormal and all couplings are real. Cation \(j\) sits between anions \(j\) and \(j+1\), with a strong bond to the first and a weak bond to the second. The unequal bonds keep some c coupling alive at the band top, so that the chain can also represent a bonding crystal.

An s orbital is even, and it meets lobes of opposite sign on its two anion neighbours. The c orbital is odd, and its two couplings have equal sign. The coupling matrices, with anions as rows and cations as columns, are therefore

\[
S_{jj}=s_1,\quad S_{j+1,j}=-s_2,\qquad C_{jj}=c_1,\quad C_{j+1,j}=c_2,
\]

with \(c_1>c_2>0\) and \(s_1\ge s_2\ge 0\). The algebra is in atomic units; the numbers are in eV.

A vacancy deletes both orbitals of one cation. Atomic relaxation, Coulomb binding of carriers, spin-orbit coupling and changes of the remaining orbital energies are left out. The levels below are one-electron energies, not charge-transition levels.

## Two pushes in one equation

Let \(a\), \(b\) and \(d\) be the vectors of amplitudes on the anion, s and c orbitals. The Schrödinger equation reads

\[
Ea=e_pa+Sb+Cd,\qquad Eb=e_sb+S^Ta,\qquad Ed=e_cd+C^Ta .
\]

For \(e_s<E<e_c\) define the positive quantities

\[
g_s=\frac{1}{E-e_s},\qquad g_c=\frac{1}{e_c-E}.
\]

The last two equations give \(b=g_sS^Ta\) and \(d=-g_cC^Ta\). Inserted into the first, they leave an equation for the anions alone:

\[
Ea=M(E)\,a,\qquad M(E)=e_p+g_sSS^T-g_cCC^T .
\]

Both \(SS^T\) and \(CC^T\) have no negative eigenvalues. The s term thus pushes up and the c term pushes down. No state is lost in the elimination, since \(a=0\) would require \(E=e_s\) or \(E=e_c\).

The matrix depends on the energy sought, but in a simple way. Since \(dg_s/dE=-g_s^2\) and \(dg_c/dE=+g_c^2\),

\[
\frac{dM}{dE}=-g_s^2SS^T-g_c^2CC^T ,
\]

so no eigenvalue \(\mu(E)\) of \(M\) rises with \(E\). The difference \(\mu(E)-E\) falls strictly, and each eigenvalue branch gives at most one state in this interval. In particular, if every \(\mu\) is at most \(E_0\) when evaluated at \(E=E_0\), there is no state between \(E_0\) and \(e_c\).

## The band top

Each anion touches one strong and one weak bond, and neighbouring anions share one cation. Multiplying out \(SS^T\) and \(CC^T\) gives the diagonal element \(\varepsilon\) and the neighbour element \(\tau\) of \(M\):

\[
\varepsilon=e_p+g_s(s_1^2+s_2^2)-g_c(c_1^2+c_2^2),\qquad
\tau=-(g_ss_1s_2+g_cc_1c_2).
\]

The minus sign of the first term in \(\tau\) comes from the product \(s_1(-s_2)\), that of the second from the minus sign before \(CC^T\). For a Bloch wave \(a_j=e^{ikj}\) the eigenvalue is \(\varepsilon+2\tau\cos k\). As \(\tau<0\), it is largest at \(k=\pi\), where it equals \(\varepsilon+2|\tau|\). Collecting squares, the band top \(E_v\) obeys

\[
E_v-e_p=g_s(s_1+s_2)^2-g_c(c_1-c_2)^2,\qquad g_s,g_c\ \text{at}\ E=E_v. \tag{1}
\]

At \(k=\pi\) the two s couplings add and the two c couplings partly cancel. Parity thus favours the upward push at the band top.

The sign of \(E_v-e_p\) also measures bonding character. The energy stored in the couplings of a normalized state is

\[
2a^TSb+2a^TCd=2a^T\!\left(g_sSS^T-g_cCC^T\right)a=2|a|^2(E-e_p),
\]

where the last step uses \(M a=Ea\). The s part is positive (antibonding) and the c part negative (bonding). I call the top antibonding when the sum is positive, which is the same as \(E_v>e_p\).

## The level of the vacancy

Remove one cation. The chain is cut, and one of the two facing anions has lost a strong bond, the other a weak one. At the anion that lost the strong bond, the diagonal element of \(M\) loses \(g_ss_1^2\) and regains \(g_cc_1^2\). It becomes \(\varepsilon+U\) with

\[
U=g_cc_1^2-g_ss_1^2 .
\]

Number the anions \(n=0,1,2,\dots\) away from this end and try \(a_n=q^n\) with \(|q|<1\). The equations for an inner anion and for the end anion are

\[
\mu=\varepsilon+\tau\left(q+\frac1q\right),\qquad \mu=\varepsilon+U+\tau q .
\]

Their difference gives \(U=\tau/q\), hence \(q=\tau/U\). The wave decays if \(|U|>|\tau|\), and it lies above the band of \(M\) if \(U\) is positive. Setting \(\mu=E\) and inserting \(\varepsilon+U\) gives the vacancy level

\[
E-e_p=g_ss_2^2-g_cc_2^2+\frac{\tau^2}{U},\qquad U>|\tau| . \tag{2}
\]

The first two terms are the pushes from the weak bond that the end anion keeps. The third comes from the spread of the state into the chain.

When does (2) have a solution above the band top? Evaluate \(M\) of the cut chain at \(E=E_v\). Its continuum ends at \(E_v\), by the definition of \(E_v\). An eigenvalue lies higher if and only if \(U>|\tau|\), that is, if \(g_cc_1^2-g_ss_1^2>g_ss_1s_2+g_cc_1c_2\). Sorting the terms,

\[
g_c\,c_1(c_1-c_2)>g_s\,s_1(s_1+s_2)\qquad\text{at}\ E=E_v. \tag{3}
\]

If (3) fails, all eigenvalues are at most \(E_v\), and by the monotonic behaviour no level lies between \(E_v\) and \(e_c\).

If (3) holds, the branch starts above the line \(\mu=E\) at \(E_v\). It stays outside the continuum, since \(g_c\) grows and \(g_s\) shrinks with \(E\). Near \(e_c\), where \(g_c\to\infty\), expanding \(\tau^2/U\) cancels the term \(-g_cc_2^2\) and leaves

\[
\mu\to e_p+g_s\left(s_2+\frac{s_1c_2}{c_1}\right)^2 .
\]

This is below \(e_c\) if the s push is moderate, in the sense \(e_p+(s_1+s_2)^2/(e_c-e_s)<e_c\), which I assume from here on. The branch must then cross the line once, and there is one level.

The other end, which lost the weak bond, would need \(g_cc_2(c_2-c_1)>g_ss_2(s_1+s_2)\). The left side is negative and the right side is not, so this end gives no level between \(E_v\) and \(e_c\).

The conduction edge of the chain lies above \(e_c\), and (3) does not cover the stretch between them. There \(g_c\) is negative, and the end that lost the weak bond binds a level below the conduction band if \(|g_c|c_2^2+g_ss_2^2>|\tau|\) at the conduction edge. In the main examples below this stretch is checked by diagonalization.

## Antibonding is necessary but not sufficient

Suppose that the gap is clear. Then (3) must fail, so that

\[
g_s(s_1+s_2)^2\ge g_ss_1(s_1+s_2)\ge g_cc_1(c_1-c_2)>g_c(c_1-c_2)^2 ,
\]

and (1) gives \(E_v>e_p\). In this chain a clear gap requires an antibonding top.

The converse is false. Let both kinds of coupling have the same ratio, \(s_2/s_1=c_2/c_1=r\), and define \(x=g_ss_1^2/(g_cc_1^2)\) at \(E_v\). Dividing (1) and (3) by \(g_cc_1^2\) gives

\[
\text{antibonding top: } x>\rho^2,\qquad \text{no level between } E_v \text{ and } e_c\text{: } x\ge\rho,\qquad \rho=\frac{1-r}{1+r}. \tag{4}
\]

Since \(0<\rho<1\), there is a window \(\rho^2<x<\rho\) in which the top is antibonding and the level is still in the gap.

The reason can be seen from a trial state. On the half-chain that lost the strong bond, choose \(a_n=(-c_2/c_1)^n\). On every remaining cation the c amplitude is then driven by \(c_1a_{n+1}+c_2a_n=0\). This state escapes the downward push completely, but the s orbitals still lift it. Its mean value of \(M\) is therefore above \(e_p\) for any nonzero s coupling. When the band top has just reached \(e_p\), the dangling state is already higher. To clear the gap, the band has to catch up with a moving level.

It does not always succeed. With (1), the condition \(x\ge\rho\) becomes

\[
(E_v-e_p)(e_c-E_v)\ge 2r(1-r)\,c_1^2 .
\]

The left side is at most \((e_c-e_p)^2/4\). If \(8r(1-r)\,c_1^2>(e_c-e_p)^2\), the condition can never be met, and the level stays between \(E_v\) and \(e_c\) for every s coupling in the moderate range assumed above. Even when the condition can be met, it holds only for a range of couplings, because the left side falls again once \(E_v\) has passed the midpoint of \(e_p\) and \(e_c\). For \(e_p=0\), \(e_s=-6\), \(e_c=4\), \(c_1=2.75\) eV and \(r=0.5\) it requires \(1.53\le E_v\le2.47\) eV, which by (1) means \(2.77\le s_1\le3.73\) eV; a stronger s coupling brings the level back.

Two limits frame the window. For \(r\to0\) the crystal falls apart into separate cation–anion pairs. The dangling orbital is then a bare p orbital at \(e_p\), \(\rho\to1\), and antibonding character and a clear gap set in together. This is the simple picture of the mechanism. For \(r\to1\) the c push at the band top vanishes, \(\rho\to0\), and any s coupling is enough.

## A bound that does not need a chain

Part of the argument holds in any dimension. Group the anion and s orbitals into a block \(V\) whose highest eigenvalue in the perfect crystal is \(E^*\). Let the c orbitals form a second block whose lowest eigenvalue is \(e_c>E^*\), and let the two blocks be coupled in any way.

In the subspace of \(V\) the mean energy never exceeds \(E^*\). By the min-max principle, the full Hamiltonian has at least as many eigenvalues at or below \(E^*\) as \(V\) has orbitals. In the same way, it has at least as many at or above \(e_c\) as there are c orbitals. These numbers add up to the total, so no eigenvalue lies between \(E^*\) and \(e_c\).

Deleting orbitals only restricts the allowed states. It cannot raise the top of \(V\) or lower the bottom of the c block. Cation vacancies, single or clustered, therefore put no state between \(E^*\) and \(e_c\). A vacancy level below \(e_c\) can rise above \(E_v\) by at most \(E^*-E_v\), the amount by which the empty orbitals press the band top down. If symmetry forbids the highest state of \(V\) in the perfect crystal to couple to the c orbitals, it remains an eigenstate of the full crystal. Then \(E_v=E^*\), and the interval from \(E_v\) to \(e_c\) stays clear.

## Where the holes go

A clear gap does not make the vacancy electrically inactive. Let a ring of \(N\) cells have its anion and s bands filled with \(4N\) electrons, and let the neutral cation bring its two s electrons and \(z\) more, with \(z=1\) or 2. After its removal \(4N-2-z\) electrons remain. By the counting above, \(N\) anion and \(N-1\) s orbitals give \(2N-1\) states below \(e_c\), with room for \(4N-2\) electrons. There are \(z\) holes.

If the level is in the gap, the holes occupy it, and it can act as a trap. If it has merged, they sit at the band edge. The vacancy is an acceptor in both cases; tolerance concerns the depth of the level.

## Numbers

Take round model parameters that stand for no particular material: \(e_p=0\), \(e_s=-6\), \(e_c=4\), \(c_1=2\), \(c_2=0.5\) eV, and \(r=0.25\) for both kinds of coupling. The strong s coupling \(s_1\) is raised from zero. The values come from diagonalizing a ring of 160 cells with and without one cation, and the band tops and levels were tested against (1) and (2).

**No s coupling.** Equation (1) becomes \(E_v(4-E_v)=-(1.5)^2\), or \(E_v^2-4E_v-2.25=0\), with the lower root \(E_v=2-2.5=-0.50\) eV. In (2) the last term is \(g_cc_2^2\) and cancels the second, so the level stays at \(e_p=0\). It is 0.50 eV (0.018 hartree) above the band top, in a gap of 5.0 eV. The decay ratio is \(q=-c_2/c_1=-0.25\), and the weight on the dangling orbital is \(1-q^2=0.94\). This is a dangling bond in the plain sense.

**Onset of antibonding character.** With \(E_v=e_p=0\), equation (1) requires \((1.25\,s_1)^2/6=(1.5)^2/4\), hence

\[
s_1=\frac{1.5}{1.25}\sqrt{\frac64}=1.47\ \text{eV}.
\]

The s and c bond energies of the top state are then \(+0.91\) and \(-0.91\) eV and cancel. The two sides of (3) are \(3/4=0.75\) and \(1.47\times1.84/6=0.45\) eV, so a level must remain. It lies 0.13 eV (0.005 hartree) above the band top. From zero s coupling to this point the band top has risen by 0.50 eV and the level by 0.13 eV, which shows the chase described above.

**Inside the window.** At \(s_1=1.80\) eV the top is clearly antibonding, with \(E_v=0.22\) eV, yet a level remains 0.03 eV above it. Its decay ratio has grown to \(-0.72\), and the dangling orbital holds only 42% of its weight. The probability falls by a factor of only about 0.52 per cell, so the state spreads over several cells.

**Merging.** The level reaches the band at \(s_1=2.07\) eV. Diagonalization finds one level between \(E_v\) and \(e_c\) at 0.97 times this coupling and none at 1.03 times. The values of \(x\) at onset and merging are 0.36 and 0.60, in agreement with (4), where \(\rho=0.75/1.25=0.60\).

**Beyond merging.** At \(s_1=2.40\) eV the band top is at 0.67 eV. There \(g_s=1/6.67\) and \(g_c=1/3.33\) per eV, so the left side of (3) is \(3/3.33=0.90\) eV and the right side \(2.4\times3.0/6.67=1.08\) eV. The condition fails, so no level lies between \(E_v\) and \(e_c\). Diagonalization finds none between \(e_c\) and the conduction edge at 4.60 eV either, so the whole gap of 3.9 eV is free of levels. This does not last for every larger coupling: at \(s_1\approx4.8\) eV the condition for the end that lost the weak bond is met, and a level appears just below the conduction edge.

The dangling orbital has not disappeared. The upper valence band carries 99% of its weight, at a mean energy of 0.01 eV, which is 0.66 eV below the band top. The mean over all states, weighted in this way, equals the orbital energy \(e_p\). The mean in the upper valence band is close to it because the contributions of the lower and the conduction bands are small, have opposite signs and largely cancel. In the ring of 160 cells no single state in that band holds more than 0.9% of the weight. This figure scales inversely with the number of cells, as it must for extended states, whereas the weight in a bound level would not depend on size: the localized level has dissolved into band states.

**A cubic lattice.** The second case has an s and three p orbitals on each cation and one σ-oriented p orbital on the anion of each bond, with equal bonds to both sides. The orbital energies are as before, and the couplings are 0.8 eV for s and 1.0 eV for c. At the zone corner the c couplings cancel in pairs, while the s orbital couples to three anion orbitals with strength \(2\times0.8\) eV each. Thus \(E_v(E_v+6)=3\times(1.6)^2=7.68\), and

\[
E_v=-3+\sqrt{9+7.68}=1.08\ \text{eV}.
\]

This is also \(E^*\), and the conduction edge is at \(e_c=4\) eV. In a supercell of 64 cells, neither one vacancy nor a cluster of three gives a level in the gap, as the bound demands. Without s coupling the bound would still hold, but the band top would be at \(e_p\), level with a bare dangling orbital. The antibonding push supplies the distance of 1.08 eV between them.

## When the protection fails

The model shows how much disturbance the clear gap can stand. A missing cation also removes an attractive ion, which tends to raise the orbital energy of the neighbouring anions. If that of the anion that lost the strong bond rises by \(\delta\), then \(U\) becomes \(U+\delta\), and this end binds no level between \(E_v\) and \(e_c\) as long as \(U+\delta\le|\tau|\) at \(E_v\), or

\[
\delta\le g_ss_1(s_1+s_2)-g_cc_1(c_1-c_2).
\]

For the anion that lost the weak bond the same step gives the margin \(g_ss_2(s_1+s_2)+g_cc_2(c_1-c_2)\), and if both anions are raised the smaller margin counts. For \(s_1=2.40\) eV the two margins are \(1.08-0.90=0.18\) eV and \(0.27+0.23=0.50\) eV, so the first decides. A larger shift pulls a level back out of the band, although the top is antibonding. For scale, a unit charge at 3.2 Å screened by a dielectric constant between 25 and 5 shifts a level by \(14.4/(\epsilon\times3.2)\approx0.2\) to 0.9 eV, so the margin of this chain is no larger than the effect the model leaves out. The bound with \(E^*\) is subject to the same reservation, since it assumes that deletion is the whole effect of the vacancy.

Relaxation can do more. If anions around the vacancy move together and form a new bond, their mutual coupling, which this Hamiltonian does not contain, can push a level into the gap once it is strong enough. Nor does the argument cover anion vacancies, which leave cation orbitals dangling. An antibonding valence-band top is thus a reason to expect shallow cation vacancies, and a calculation with relaxed atoms has to confirm it for a given crystal. The full set of values is in the numerical output below.

## Table of computed values

```
levels e_p, e_s, e_c = 0.0, -6.0, 4.0 eV
couplings c1, c2 = 2.00, 0.50 eV; s2/s1 = 0.25
cells in the chain = 160
antibonding onset at s1 = 1.4697 eV
vacancy level merges at s1 = 2.0741 eV
s1 = 0.0000 eV: E_v = -0.5000, E_c = 4.5000 eV
  gap = 5.0000 eV, bound E_star = 0.0000 eV
  top-state bond energy: s-p 0.0000, c-p -0.9000 eV
  vacancy level = 0.0000 eV, 0.5000 eV above E_v
  decay ratio q = -0.2500, weight on dangling orbital = 0.9375
s1 = 1.0000 eV: E_v = -0.2565, E_c = 4.5153 eV
  gap = 4.7718 eV, bound E_star = 0.2500 eV
  top-state bond energy: s-p 0.4644, c-p -0.9024 eV
  vacancy level = 0.0494 eV, 0.3059 eV above E_v
  decay ratio q = -0.3476, weight on dangling orbital = 0.8686
s1 = 1.4697 eV: E_v = -0.0000, E_c = 4.5340 eV
  gap = 4.5340 eV, bound E_star = 0.5178 eV
  top-state bond energy: s-p 0.9114, c-p -0.9114 eV
  vacancy level = 0.1335 eV, 0.1335 eV above E_v
  decay ratio q = -0.5081, weight on dangling orbital = 0.7060
s1 = 1.8000 eV: E_v = 0.2190, E_c = 4.5525 eV
  gap = 4.3335 eV, bound E_star = 0.7500 eV
  top-state bond energy: s-p 1.2638, c-p -0.9238 eV
  vacancy level = 0.2519 eV, 0.0329 eV above E_v
  decay ratio q = -0.7220, weight on dangling orbital = 0.4192
s1 = 2.4000 eV: E_v = 0.6726, E_c = 4.5999 eV
  gap = 3.9273 eV, bound E_star = 1.2426 eV
  top-state bond energy: s-p 1.9195, c-p -0.9623 eV
  vacancy levels in the gap = 0
  dangling orbital: weight in upper valence band 0.9874
  its mean energy there = 0.0083 eV, 0.6643 eV below E_v
  largest weight in one state = 0.0087
level height without s orbitals = 0.01837 hartree
level height at antibonding onset = 0.00491 hartree
s1 = 0.97 x merging value: levels in gap = 1
s1 = 1.03 x merging value: levels in gap = 0
x at onset = 0.3600, x at merging = 0.6000
cubic lattice: 64 cells, t_s = 0.8, t_c = 1.0 eV
  E_v = 1.0841 eV, E_c = 4.0000 eV
  cations removed = 1: levels in gap = 0
  cations removed = 3: levels in gap = 0
```
